# Why the two spins of a triplet are not parallel vectors: verification in Python

```python
"""Two spins 1/2 (hbar = 1): "triplet" does not mean "parallel spin vectors".

Result under test: every state of total spin S = 1 has S1.S2 = 1/4, so the
vector model gives cos(theta) = (1/4)/(3/4) = 1/3, theta = 70.5 degrees.
In the M = 0 triplet the z outcomes are opposite, the x and y outcomes equal.

Symbols: u, d = spin up, down along z; S1, S2 = the spin operators;
sigma = 2 S; M = total z component; beta, phi = polar and azimuthal angle of
a common measurement axis n; "agree" = both spins give the same sign along n.
"""
import numpy as np
from sympy import Rational
from sympy.physics.quantum.cg import CG

TOL = 1e-12


def spin_matrices(s):
    """Sx, Sy, Sz for spin s in the basis m = s, s-1, ..., -s."""
    m = s - np.arange(int(round(2 * s)) + 1)
    raising = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    lowering = raising.T
    return [(raising + lowering) / 2, (raising - lowering) / 2j, np.diag(m)]


def two_spin_operators(s):
    single = spin_matrices(s)
    one = np.eye(len(single[2]))
    return ([np.kron(a, one) for a in single],
            [np.kron(one, a) for a in single])


def mean(operator, state):
    return np.vdot(state, operator @ state).real


def axis_spinors(beta, phi):
    """Spin-up and spin-down spinors along the axis (beta, phi)."""
    c, s = np.cos(beta / 2), np.sin(beta / 2)
    return (np.array([c, np.exp(1j * phi) * s]),
            np.array([-np.exp(-1j * phi) * s, c]))


def agreement(state, beta, phi):
    """Probability of equal outcomes, from the joint amplitudes."""
    return sum(abs(np.vdot(np.kron(v, v), state)) ** 2
               for v in axis_spinors(beta, phi))


def axis_average(state):
    """Average agreement over all axes by quadrature on the sphere."""
    nodes, weights = np.polynomial.legendre.leggauss(8)
    azimuths = 2 * np.pi * np.arange(12) / 12
    return sum(w / 2 * np.mean([agreement(state, np.arccos(x), p)
                                for p in azimuths])
               for x, w in zip(nodes, weights))


def degrees_from_cos(value):
    return np.degrees(np.arccos(np.clip(value, -1, 1)))


S1, S2 = two_spin_operators(0.5)
total = [a + b for a, b in zip(S1, S2)]
total_squared = sum(a @ a for a in total)
dot = sum(a @ b for a, b in zip(S1, S2))
u, d = np.array([1, 0], complex), np.array([0, 1], complex)

# Coupled states: lowering the top state, compared with Clebsch-Gordan tables
t_plus = np.kron(u, u)
lower = total[0] - 1j * total[1]
t_zero = lower @ t_plus / np.sqrt(2)
t_minus = lower @ t_zero / np.sqrt(2)
singlet = (np.kron(u, d) - np.kron(d, u)) / np.sqrt(2)
half = Rational(1, 2)
for state, S, M in [(t_plus, 1, 1), (t_zero, 1, 0),
                    (t_minus, 1, -1), (singlet, 0, 0)]:
    table = [float(CG(half, m1, half, m2, S, M).doit())
             for m1 in (half, -half) for m2 in (half, -half)]
    assert np.allclose(state, table, atol=TOL)
    assert np.allclose(total_squared @ state, S * (S + 1) * state, atol=TOL)
    assert np.allclose(dot @ state, (S * (S + 1) - 1.5) / 2 * state, atol=TOL)

# Spectrum of S1.S2 by diagonalization, and the vector-model angles
spectrum = np.linalg.eigvalsh(dot)
assert np.allclose(spectrum, [-0.75, 0.25, 0.25, 0.25], atol=TOL)
length_squared = mean(sum(a @ a for a in S1), t_zero)
cos_triplet = spectrum[-1] / length_squared
cos_singlet = spectrum[0] / length_squared
# the same angle from two cube diagonals that differ only in the sign of z
diagonal_a, diagonal_b = np.array([1, 1, 1]) / 2, np.array([1, 1, -1]) / 2
cos_cube = diagonal_a @ diagonal_b / (np.linalg.norm(diagonal_a)
                                      * np.linalg.norm(diagonal_b))
assert abs(cos_triplet - cos_cube) < TOL and abs(cos_singlet + 1) < TOL

# M = 0 triplet: opposite z, equal x and equal y, as exact operator relations
assert np.allclose((S1[2] + S2[2]) @ t_zero, 0, atol=TOL)
assert np.allclose((S1[0] - S2[0]) @ t_zero, 0, atol=TOL)
assert np.allclose((S1[1] - S2[1]) @ t_zero, 0, atol=TOL)
x_up, x_down = (u + d) / np.sqrt(2), (u - d) / np.sqrt(2)
x_basis = [np.kron(a, b) for a in (x_up, x_down) for b in (x_up, x_down)]
x_amplitudes = np.array([np.vdot(b, t_zero) for b in x_basis]).real
assert np.allclose(x_amplitudes, [2**-0.5, 0, 0, -(2**-0.5)], atol=TOL)

# The three products commute and multiply to -1: they cannot all be +1
products = [4 * a @ b for a, b in zip(S1, S2)]
for a in products:
    assert np.allclose(a @ a, np.eye(4), atol=TOL)
    for b in products:
        assert np.allclose(a @ b, b @ a, atol=TOL)
triple_product = products[0] @ products[1] @ products[2]
assert np.allclose(triple_product, -np.eye(4), atol=TOL)
sign_states = {
    "(uu-dd)/sqrt2": (t_plus - t_minus) / np.sqrt(2),
    "(uu+dd)/sqrt2": (t_plus + t_minus) / np.sqrt(2),
    "(ud+du)/sqrt2": t_zero,
    "(ud-du)/sqrt2": singlet}
expected_signs = [(-1, 1, 1), (1, -1, 1), (1, 1, -1), (-1, -1, -1)]
for state, signs in zip(sign_states.values(), expected_signs):
    for a, sign in zip(products, signs):
        assert np.allclose(a @ state, sign * state, atol=TOL)

# Product states: S1.S2 averages to the product of mean spins, at most 1/4
rng = np.random.default_rng(7)


def random_state(size):
    v = rng.normal(size=size) + 1j * rng.normal(size=size)
    return v / np.linalg.norm(v)


for _ in range(200):
    a, b = random_state(2), random_state(2)
    pair = np.kron(a, b)
    mean1 = np.array([mean(op, pair) for op in S1])
    mean2 = np.array([mean(op, pair) for op in S2])
    assert abs(mean(dot, pair) - mean1 @ mean2) < TOL
    assert mean(dot, pair) <= 0.25 + TOL
    twin = np.kron(a, a)
    assert np.allclose(total_squared @ twin, 2 * twin, atol=TOL)
    assert abs(mean(dot, twin) - 0.25) < TOL

# Agreement probabilities along a tilted common axis
for beta in np.linspace(0, np.pi, 13):
    for phi in (0.0, 0.7, 2.9):
        assert abs(agreement(t_zero, beta, phi) - np.sin(beta)**2) < TOL
        for state in (t_plus, t_minus):
            assert abs(agreement(state, beta, phi)
                       - (1 + np.cos(beta)**2) / 2) < TOL
        assert agreement(singlet, beta, phi) < TOL
for _ in range(10):
    c = random_state(3)
    mixed = c[0] * t_plus + c[1] * t_zero + c[2] * t_minus
    assert abs(axis_average(mixed) - 2 / 3) < TOL

# Larger equal spins s coupled to total spin 2s
larger = []
for s in (0.5, 1.0, 1.5, 2.0, 5.0, 10.0):
    A, B = two_spin_operators(s)
    top = np.linalg.eigvalsh(sum(a @ b for a, b in zip(A, B)))[-1]
    cosine = top / (s * (s + 1))
    assert abs(cosine - s / (s + 1)) < 1e-10
    larger.append((s, top, cosine, degrees_from_cos(cosine)))

# Printed results
print("All spins in units of hbar, products of spins in hbar^2")
print(f"squared length of each spin: {length_squared:.4f}")
print(f"length of each spin: {np.sqrt(length_squared):.4f}")
print("eigenvalues of S1.S2:", " ".join(f"{x:.4f}" for x in spectrum))
print(f"triplet: cos = {cos_triplet:.4f}, "
      f"angle = {degrees_from_cos(cos_triplet):.2f} degrees")
print(f"singlet: cos = {cos_singlet:.4f}, "
      f"angle = {degrees_from_cos(cos_singlet):.2f} degrees")
print("M=0 triplet amplitudes in x basis (++, +-, -+, --):",
      " ".join(f"{round(x, 4) + 0.0:.4f}" for x in x_amplitudes))
print("Means: S1x*S2x, S1y*S2y, S1z*S2z, S1.S2, S1z, S2z")
examples = {"triplet M=+1": t_plus, "triplet M=0": t_zero,
            "singlet": singlet, "product ud": np.kron(u, d)}
for name, state in examples.items():
    row = [mean(a @ b, state) for a, b in zip(S1, S2)]
    row += [mean(dot, state), mean(S1[2], state), mean(S2[2], state)]
    print(f"  {name:13s}", " ".join(f"{round(x, 4) + 0.0:8.4f}" for x in row))
print("Vector-model azimuth difference of the two spins (degrees)")
for name in ("triplet M=+1", "triplet M=0", "singlet"):
    state = examples[name]
    transverse = mean(S1[0] @ S2[0] + S1[1] @ S2[1], state)
    radius_squared = length_squared - mean(S1[2] @ S1[2], state)
    print(f"  {name:13s} {degrees_from_cos(transverse / radius_squared):.2f}")
print("Signs of sigma1*sigma2 for x, y, z, and their sum")
for name, state in sign_states.items():
    signs = [int(round(mean(a, state))) for a in products]
    print(f"  {name:14s}", " ".join(f"{x:+d}" for x in signs),
          f" sum {sum(signs):+d}")
print("Agreement probability: beta (degrees), M=+1, M=0, singlet")
for angle in (0, 30, 45, 60, 90):
    row = [agreement(v, np.radians(angle), 0.0)
           for v in (t_plus, t_zero, singlet)]
    print(f"  {angle:3d}", " ".join(f"{x:.4f}" for x in row))
print("Average over all axes: agreement probability, correlation")
for name in ("triplet M=+1", "triplet M=0", "singlet"):
    p = axis_average(examples[name])
    print(f"  {name:13s} {p:.4f} {2 * p - 1:.4f}")
print("Two spins s with total spin 2s: s, S1.S2, cos, angle (degrees)")
for s, top, cosine, angle in larger:
    print(f"  {s:4.1f} {top:9.4f} {cosine:.4f} {angle:.2f}")
print("success")
```

Output:

```
All spins in units of hbar, products of spins in hbar^2
squared length of each spin: 0.7500
length of each spin: 0.8660
eigenvalues of S1.S2: -0.7500 0.2500 0.2500 0.2500
triplet: cos = 0.3333, angle = 70.53 degrees
singlet: cos = -1.0000, angle = 180.00 degrees
M=0 triplet amplitudes in x basis (++, +-, -+, --): 0.7071 0.0000 0.0000 -0.7071
Means: S1x*S2x, S1y*S2y, S1z*S2z, S1.S2, S1z, S2z
  triplet M=+1    0.0000   0.0000   0.2500   0.2500   0.5000   0.5000
  triplet M=0     0.2500   0.2500  -0.2500   0.2500   0.0000   0.0000
  singlet        -0.2500  -0.2500  -0.2500  -0.7500   0.0000   0.0000
  product ud      0.0000   0.0000  -0.2500  -0.2500   0.5000  -0.5000
Vector-model azimuth difference of the two spins (degrees)
  triplet M=+1  90.00
  triplet M=0   0.00
  singlet       180.00
Signs of sigma1*sigma2 for x, y, z, and their sum
  (uu-dd)/sqrt2  -1 +1 +1  sum +1
  (uu+dd)/sqrt2  +1 -1 +1  sum +1
  (ud+du)/sqrt2  +1 +1 -1  sum +1
  (ud-du)/sqrt2  -1 -1 -1  sum -3
Agreement probability: beta (degrees), M=+1, M=0, singlet
    0 1.0000 0.0000 0.0000
   30 0.8750 0.2500 0.0000
   45 0.7500 0.5000 0.0000
   60 0.6250 0.7500 0.0000
   90 0.5000 1.0000 0.0000
Average over all axes: agreement probability, correlation
  triplet M=+1  0.6667 0.3333
  triplet M=0   0.6667 0.3333
  singlet       0.0000 -1.0000
Two spins s with total spin 2s: s, S1.S2, cos, angle (degrees)
   0.5    0.2500 0.3333 70.53
   1.0    1.0000 0.5000 60.00
   1.5    2.2500 0.6000 53.13
   2.0    4.0000 0.6667 48.19
   5.0   25.0000 0.8333 33.56
  10.0  100.0000 0.9091 24.62
success
```
